# The Hartree-Fock-Bogoliubov equations and the conditions under which they hold, part 1

(Sections cited here and not found follow in the second part.)

## 1. One level, two spin states

Take one spatial orbital of energy $\varepsilon$ with $H=\varepsilon(n_\uparrow+n_\downarrow)+U_0\,n_\uparrow n_\downarrow$, and the trial state

$$|\Phi\rangle=(u+v\,c_\uparrow^\dagger c_\downarrow^\dagger)|0\rangle,\qquad u=\cos\theta,\quad v=\sin\theta .$$

The empty and the doubly occupied states are eigenstates of $H$ and of $N$, so $\langle N\rangle=2v^2$ and

$$\Omega=\langle H-\mu N\rangle=(2\varepsilon+U_0-2\mu)\,v^2,\qquad \frac{d\Omega}{d\theta}=2uv\,(2\varepsilon+U_0-2\mu).$$

The state is stationary if $uv=0$, which are the two determinants, or if $\mu=\varepsilon+U_0/2$.

The same facts can be read from a matrix. The occupation is $\langle n_\sigma\rangle=v^2$, and the pair amplitude is $\kappa=\langle c_\downarrow c_\uparrow\rangle=uv$, because $c_\downarrow c_\uparrow c_\uparrow^\dagger c_\downarrow^\dagger|0\rangle=|0\rangle$. The occupation alone is not idempotent, $v^4\neq v^2$, but the matrix

$$R=\begin{pmatrix}v^2&uv\\ uv&u^2\end{pmatrix}=\begin{pmatrix}v\\u\end{pmatrix}\begin{pmatrix}v&u\end{pmatrix}$$

is a projector. The energy splits as $2\varepsilon v^2+U_0v^4+U_0u^2v^2$, which sums to $(2\varepsilon+U_0)v^2$ since $u^2+v^2=1$. The second term is the Hartree energy and the third is $U_0\kappa^2$. They define a level shift, $\xi=\varepsilon+U_0v^2-\mu$, and a pairing field, $\Delta=U_0uv$. The vector $(v,u)$ is an eigenvector of $\begin{pmatrix}\xi&\Delta\\ \Delta&-\xi\end{pmatrix}$ if $\xi v+\Delta u=\lambda v$ and $\Delta v-\xi u=\lambda u$. Multiplying the first by $u$, the second by $v$, and subtracting gives

$$0=2\xi uv+\Delta(u^2-v^2)=uv\,[\,2\varepsilon-2\mu+2U_0v^2+U_0(u^2-v^2)\,]=uv\,(2\varepsilon+U_0-2\mu),$$

which is the stationarity condition again. On the paired solution $\xi=U_0(v^2-\tfrac12)$, so $\xi v+\Delta u=U_0v(v^2-\tfrac12+u^2)=\tfrac12U_0v$ and $\lambda=U_0/2$. The matrix is traceless, so the orthogonal vector $(u,-v)$ has eigenvalue $E=-U_0/2$. That vector defines $\beta^\dagger=u\,c_\uparrow^\dagger-v\,c_\downarrow$, and since $c_\downarrow c_\uparrow^\dagger c_\downarrow^\dagger|0\rangle=-c_\uparrow^\dagger|0\rangle$, one finds $\beta^\dagger|\Phi\rangle=(u^2+v^2)c_\uparrow^\dagger|0\rangle$. This singly occupied state has $\langle H-\mu N\rangle=\varepsilon-\mu=-U_0/2$, while $\Omega=0$ in $|\Phi\rangle$, so $E$ is the cost of the excitation. For attraction $E>0$ and $R$ projects on the negative eigenvalue. For repulsion the paired state is still stationary, but $E<0$ and the excitation lowers $\Omega$. The filled eigenvalue is $U_0/2$ in both cases, so stationarity alone does not ensure that the filled member of the pair is the negative one.

## 2. Quasiparticle vacua and the matrix $R$

Let there be $M$ orthonormal spin-orbitals, and collect the operators in the column $\psi=(c_1,\dots,c_M,c_1^\dagger,\dots,c_M^\dagger)^T$. Then $\{\psi_a,\psi_b^\dagger\}=\delta_{ab}$ contains all the anticommutation rules. Let $\Sigma=\begin{pmatrix}0&1\\1&0\end{pmatrix}$ swap the halves, so that $\psi_a^\dagger=(\Sigma\psi)_a$. For any state define

$$\rho_{ij}=\langle c_j^\dagger c_i\rangle,\qquad \kappa_{ij}=\langle c_jc_i\rangle,\qquad R_{ab}=\langle\psi_b^\dagger\psi_a\rangle .$$

Here $\rho^\dagger=\rho$, and $\kappa^T=-\kappa$ by anticommutation. The lower blocks of $R$ are $\langle c_j^\dagger c_i^\dagger\rangle=\langle c_ic_j\rangle^*=\kappa_{ji}^*=-\kappa_{ij}^*$ and $\langle c_jc_i^\dagger\rangle=\delta_{ij}-\rho_{ji}=\delta_{ij}-\rho_{ij}^*$, so

$$R=\begin{pmatrix}\rho&\kappa\\-\kappa^*&1-\rho^*\end{pmatrix},\qquad R^\dagger=R,\qquad \Sigma R^*\Sigma=\begin{pmatrix}1-\rho&-\kappa\\ \kappa^*&\rho^*\end{pmatrix}=1-R. \tag{1}$$

Quasiparticles are introduced by $\beta_k^\dagger=\sum_l(U_{lk}c_l^\dagger+V_{lk}c_l)$, whose adjoint is $\beta_k=\sum_l(U_{lk}^*c_l+V_{lk}^*c_l^\dagger)$. With $\gamma=(\beta;\beta^\dagger)$ these read $\gamma=W^\dagger\psi$, where

$$W=\begin{pmatrix}U&V^*\\V&U^*\end{pmatrix},\qquad \Sigma W^*\Sigma=W. \tag{2}$$

Since $\{\gamma_a,\gamma_b^\dagger\}=\sum_{cd}(W^\dagger)_{ac}\{\psi_c,\psi_d^\dagger\}W_{db}=(W^\dagger W)_{ab}$, the $\beta$ are fermion operators exactly when $W$ is unitary, and then $\psi=W\gamma$.

A unitary $W$ has exactly one vacuum up to phase. The operators $\beta_k^\dagger\beta_k$ are commuting projectors, so Fock space is the sum of their joint eigenspaces. Products of $\beta^\dagger$ map the space with all eigenvalues zero isometrically onto each of the $2^M$ joint eigenspaces, with products of $\beta$ as the inverse maps. All these spaces then have equal dimension, and as the total is $2^M$, the dimension is one.

In the vacuum, $\beta_k|\Phi\rangle=0$ kills every contraction except $\langle\beta_k\beta_l^\dagger\rangle=\delta_{kl}$, so $\langle\gamma_b^\dagger\gamma_a\rangle=\mathrm{diag}(0,1)_{ab}$. Inserting $\psi=W\gamma$,

$$R=W\begin{pmatrix}0&0\\0&1\end{pmatrix}W^\dagger=\begin{pmatrix}V^*\\U^*\end{pmatrix}\begin{pmatrix}V^T&U^T\end{pmatrix},\qquad \rho=V^*V^T,\quad\kappa=V^*U^T. \tag{3}$$

Unitarity gives $R^2=R$. The columns $X=(U;V)$ span the kernel of $R$ and the columns $(V^*;U^*)$ span its range. The upper blocks of $R^2=R$ are $\rho^2-\kappa\kappa^*=\rho$ and $\rho\kappa+\kappa(1-\rho^*)=\kappa$, and with $\kappa^*=-\kappa^\dagger$ they become

$$\rho-\rho^2=\kappa\kappa^\dagger,\qquad \rho\kappa=\kappa\rho^*. \tag{4}$$

For the converse, let $R$ be Hermitian and idempotent with $\Sigma R^*\Sigma=1-R$. If $Rx=0$, then $\tilde x=\Sigma x^*$ obeys $(1-R)\tilde x=\Sigma R^*\Sigma\Sigma x^*=\Sigma(Rx)^*=0$. The map $x\to\tilde x$ is its own inverse and preserves orthonormality, so the kernel and the range have equal dimension $M$. Any orthonormal basis $(U;V)$ of the kernel, with its image $(V^*;U^*)$, is a unitary $W$ of the form (2), whose vacuum reproduces $R$ by (3). Another basis mixes the $\beta$ among themselves and has the same vacuum. Vacua and such matrices $R$ therefore correspond one to one. Idempotency alone would not do: $R=0$ is idempotent but demands both $\rho=0$ and $\rho=1$.

The set of vacua has two pieces. The parity $(-1)^N$ anticommutes with each $\beta_k$, so it maps the vacuum to a vacuum, and by uniqueness $|\Phi\rangle$ has definite parity. This parity equals $\det W$. With the unitary $T=\frac1{\sqrt2}\begin{pmatrix}1&i\\1&-i\end{pmatrix}$, which obeys $\Sigma T^*=T$, one has $(T^\dagger WT)^*=T^T\Sigma W\Sigma T^*=T^\dagger WT$, so $T^\dagger WT$ is real orthogonal and $\det W=\pm1$. If the determinant is $+1$, the real matrix is a set of plane rotations whose angles can be scaled to zero, which connects $W$ to the identity. Along the path the projector $\prod_k\beta_k\beta_k^\dagger$ on the vacuum is continuous, so the parity keeps the even value it has in $|0\rangle$. Exchanging column $k$ of $W$ with column $M+k$ exchanges $\beta_k$ and $\beta_k^\dagger$. The new vacuum is $\beta_k^\dagger|\Phi\rangle$, with opposite parity and opposite determinant, which settles the case $-1$.

Limits. For $\kappa=0$, (4) is $\rho^2=\rho$, a determinant. For the single level, the rows belonging to $c_\uparrow$ and $c_\downarrow^\dagger$ hold $\rho_{\uparrow\uparrow}=v^2$, $\kappa_{\uparrow\downarrow}=uv$, $-\kappa^*_{\downarrow\uparrow}=uv$ and $1-v^2$, which is the projector of entry 1.

## 3. Energy and number fluctuation

The Hamiltonian is

$$H=\sum_{ij}h_{ij}c_i^\dagger c_j+\tfrac14\sum_{ijkl}\bar v_{ijkl}\,c_i^\dagger c_j^\dagger c_lc_k,$$

with $\bar v$ antisymmetric in $ij$ and in $kl$, and $\bar v_{ijkl}=\bar v_{klij}^*$. Four-operator averages follow from a short argument. Let $A,B,C,D$ be linear in $\psi$ and write $A=A^-+A^+$, the parts in $\beta$ and in $\beta^\dagger$. Since $\langle\Phi|A^+=0$, only $A^-$ counts. Moving it to the right until it kills $|\Phi\rangle$ leaves the numbers $\{A^-,B\}=\langle AB\rangle$ and their like, with a sign for each operator passed:

$$\langle ABCD\rangle=\langle AB\rangle\langle CD\rangle-\langle AC\rangle\langle BD\rangle+\langle AD\rangle\langle BC\rangle. \tag{5}$$

With $\langle c_i^\dagger c_j^\dagger\rangle=\langle c_jc_i\rangle^*=\kappa_{ij}^*$,

$$\langle c_i^\dagger c_j^\dagger c_lc_k\rangle=\kappa_{ij}^*\kappa_{kl}-\rho_{li}\rho_{kj}+\rho_{ki}\rho_{lj}.$$

Renaming $k\leftrightarrow l$ in the middle term and using $\bar v_{ijlk}=-\bar v_{ijkl}$ makes it equal to the last one. Define

$$\Gamma_{ik}=\sum_{jl}\bar v_{ijkl}\rho_{lj},\qquad F=h+\Gamma,\qquad \Delta_{ij}=\tfrac12\sum_{kl}\bar v_{ijkl}\kappa_{kl}. \tag{6}$$

The Fock matrix $F$ is Hermitian, because $\Gamma_{ik}^*=\sum\bar v_{klij}\rho_{jl}=\Gamma_{ki}$, and the pairing field $\Delta$ is antisymmetric. The density terms give $\tfrac14\cdot2\sum\bar v_{ijkl}\rho_{ki}\rho_{lj}=\tfrac12\mathrm{Tr}\,\Gamma\rho$. The pair term gives $\tfrac12\sum\Delta_{ij}\kappa_{ij}^*=-\tfrac12\sum\Delta_{ij}\kappa_{ji}^*$. Hence

$$\mathcal E=\langle H\rangle=\mathrm{Tr}\,h\rho+\tfrac12\mathrm{Tr}\,\Gamma\rho-\tfrac12\mathrm{Tr}\,\Delta\kappa^*. \tag{7}$$

The rule (5) applied to $N^2=\sum_{ij}c_i^\dagger c_ic_j^\dagger c_j$ gives $\rho_{ii}\rho_{jj}-\kappa_{ij}^*\kappa_{ji}+\rho_{ji}(\delta_{ij}-\rho_{ij})$ for each term. The first sums to $\langle N\rangle^2$ and the second to $\mathrm{Tr}\,\kappa\kappa^\dagger$, so by (4)

$$\langle N^2\rangle-\langle N\rangle^2=2\,\mathrm{Tr}(\rho-\rho^2)=2\,\mathrm{Tr}\,\kappa\kappa^\dagger. \tag{8}$$

A vacuum has sharp $N$ only if $\kappa=0$, so a paired state can hold $N$ only on average.

Limit. An on-site term $U_0n_\uparrow n_\downarrow$ has $\bar v_{\uparrow\downarrow\uparrow\downarrow}=\bar v_{\downarrow\uparrow\downarrow\uparrow}=U_0$ and $\bar v_{\uparrow\downarrow\downarrow\uparrow}=\bar v_{\downarrow\uparrow\uparrow\downarrow}=-U_0$, and each of the four terms contributes $\tfrac14U_0\,c_\uparrow^\dagger c_\downarrow^\dagger c_\downarrow c_\uparrow$. Then $\Gamma_{\uparrow\uparrow}=U_0\rho_{\downarrow\downarrow}$, $\Gamma_{\uparrow\downarrow}=-U_0\rho_{\uparrow\downarrow}$ and $\Delta_{\uparrow\downarrow}=\tfrac12U_0(\kappa_{\uparrow\downarrow}-\kappa_{\downarrow\uparrow})=U_0\kappa_{\uparrow\downarrow}$. For the single level (7) gives $2\varepsilon v^2+U_0v^4+U_0u^2v^2$, and (8) gives $4u^2v^2$, which equals the direct result $4v^2-(2v^2)^2$.

## 4. First variation

Vary $\rho$ and $\kappa$ freely within their symmetries, without yet imposing idempotency, in $\Omega=\mathcal E-\mu\,\mathrm{Tr}\rho$. The two factors of $\rho$ in $\tfrac12\sum\bar v_{ijkl}\rho_{ki}\rho_{lj}$ contribute equally because $\bar v_{ijkl}=\bar v_{jilk}$, which removes the factor $\tfrac12$. In $\tfrac14\sum\bar v_{ijkl}\kappa_{ij}^*\kappa_{kl}$, varying $\kappa^*$ gives $\tfrac12\sum\Delta_{ij}\delta\kappa_{ij}^*$. Varying $\kappa$ gives $\tfrac12\sum\Delta_{kl}^*\delta\kappa_{kl}$, since $\tfrac12\sum_{ij}\bar v_{ijkl}\kappa_{ij}^*=(\tfrac12\sum_{ij}\bar v_{klij}\kappa_{ij})^*$. With $f=F-\mu$,

$$\delta\Omega=\mathrm{Tr}\,f\,\delta\rho-\tfrac12\mathrm{Tr}\,\Delta\,\delta\kappa^*-\tfrac12\mathrm{Tr}\,\Delta^*\delta\kappa .$$

Define the HFB matrix

$$\mathcal H=\begin{pmatrix}F-\mu&\Delta\\-\Delta^*&-(F-\mu)^*\end{pmatrix},\qquad \mathcal H^\dagger=\mathcal H,\qquad \Sigma\mathcal H^*\Sigma=-\mathcal H. \tag{9}$$

Hermiticity uses $\Delta^\dagger=-\Delta^*$. For the last relation, conjugating and swapping both halves yields $\begin{pmatrix}-f&-\Delta\\ \Delta^*&f^*\end{pmatrix}$. With $\delta R=\begin{pmatrix}\delta\rho&\delta\kappa\\-\delta\kappa^*&-\delta\rho^*\end{pmatrix}$, the diagonal blocks of $\mathcal H\,\delta R$ are $f\delta\rho-\Delta\delta\kappa^*$ and $-\Delta^*\delta\kappa+f^*\delta\rho^*$. The trace of a product of two Hermitian matrices is real, so $\mathrm{Tr}f^*\delta\rho^*=\mathrm{Tr}f\delta\rho$, and

$$\delta\Omega=\tfrac12\mathrm{Tr}(\mathcal H\,\delta R). \tag{10}$$

The factor $\tfrac12$ compensates for each degree of freedom appearing twice in $R$.

Limit. For the single level the $(c_\uparrow,c_\downarrow^\dagger)$ block of $\mathcal H$ has off-diagonal entries $\Delta_{\uparrow\downarrow}$ and $-\Delta^*_{\downarrow\uparrow}$, both $U_0uv$, and diagonal $\pm\xi$, as used in entry 1.

## 5. Variations that keep $R$ idempotent

Write $Y=W^\dagger\delta R\,W$ and $P=\mathrm{diag}(0,1)$. The first-order part of $R^2=R$ is $PY+YP=Y$. In blocks, $PY+YP=\begin{pmatrix}0&Y_{12}\\Y_{21}&2Y_{22}\end{pmatrix}$, so $Y_{11}=0$ and $Y_{22}=0$. Hermiticity gives $Y_{21}=Y_{12}^\dagger$. The variation of (1), $\Sigma\,\delta R^*\Sigma=-\delta R$, carries over by (2) to $\Sigma Y^*\Sigma=-Y$, which says $Y_{21}=-Y_{12}^*$. Together,

$$W^\dagger\delta R\,W=\begin{pmatrix}0&Z\\Z^\dagger&0\end{pmatrix},\qquad Z^T=-Z. \tag{11}$$

Every antisymmetric $Z$ is reached. Let $G=\tfrac12\sum Z_{kl}\beta_k^\dagger\beta_l^\dagger$ and $S=e^{\epsilon(G-G^\dagger)}$. The commutator of a quadratic operator with a linear one is linear, so $S\beta_kS^\dagger$ is again a combination of $\beta$ and $\beta^\dagger$ with the right anticommutators, and $S|\Phi\rangle$ is its vacuum. To first order $S|\Phi\rangle=(1+\epsilon G)|\Phi\rangle$, and

$$\langle\beta_l\beta_k\rangle_\epsilon=\tfrac\epsilon2\sum_{mn}Z_{mn}(\delta_{km}\delta_{ln}-\delta_{kn}\delta_{lm})=\epsilon Z_{kl},$$

which is the upper-right block in (11), while $\langle\beta^\dagger\beta\rangle$ is of order $\epsilon^2$.

The matrix $Q=W^\dagger\mathcal HW$ inherits both properties in (9), so

$$Q=\begin{pmatrix}H^{11}&H^{20}\\-H^{20*}&-H^{11*}\end{pmatrix},\qquad H^{11}=X^\dagger\mathcal HX=H^{11\dagger},\qquad H^{20\dagger}=-H^{20*},$$

and $H^{20}$ is antisymmetric. Inserting (11) in (10),

$$\delta\Omega=\tfrac12\left[\mathrm{Tr}\,H^{20}Z^\dagger+\mathrm{Tr}\,H^{20\dagger}Z\right]=\mathrm{Re}\sum_{kl}H^{20}_{kl}Z_{kl}^*. \tag{12}$$

The derivative can also be taken on the state. With $H'=H-\mu N$ it is $2\,\mathrm{Re}\langle G^\dagger H'\rangle=\mathrm{Re}\sum Z_{kl}^*\langle\beta_l\beta_kH'\rangle$. Two antisymmetric matrices that give the same value for all antisymmetric $Z$ are equal, as the choice of $Z$ equal to their difference shows. Thus $H^{20}_{kl}=\langle\beta_l\beta_kH'\rangle$, the coupling of the vacuum to two-quasiparticle states. The choice $Z=H^{20}$ in (12) shows that $\Omega$ is stationary exactly when $H^{20}=0$, which generalizes Brillouin's theorem.

Quasiparticle vacua have been characterized by the matrix $R$, and $\Omega$ has been shown to be stationary among them exactly when $H^{20}=0$. It remains to turn this condition into the HFB equations, settle the filling rule, the chemical potential and the energy comparison, and treat finite temperature and the four-site chain.
